# Disorder and the quantum capacitance minimum of graphene

## The decision at the neutrality point

In a calculation of the gate capacitance of a graphene transistor, a number must be chosen for the channel's quantum capacitance $C_q$ at charge neutrality. Clean graphene at zero temperature gives $C_q=0$. In series with the insulator, that would make the whole gate capacitance vanish. Potential disorder replaces the zero by a finite floor. For smooth Gaussian disorder with standard deviation $\sigma$ in energy, the floor is

$$C_{\min}=\sqrt{\frac{2}{\pi}}\,A\,\sigma ,\qquad A=\frac{2e^2}{\pi(\hbar v)^2},$$

where $v$ is the band velocity. The same formula, read backwards, turns a minimum of the quantum capacitance, with the insulator's series contribution removed, into an estimate of $\sigma$. Both uses assume a disorder potential that does not respond to the gate, together with further conditions discussed below.

Energies are in eV, lengths in nm and capacitances per area in µF/cm², because atomic units are unnatural for a gated sheet.

## Model and signs

Let $U(\mathbf r)$ be the local energy of the Dirac point and $\mu$ the Fermi energy, both measured from the spatial mean of the Dirac-point energy. The local filling energy is

$$\varepsilon(\mathbf r)=\mu-U(\mathbf r).$$

Positive $\varepsilon$ means electrons, negative $\varepsilon$ holes. The net density $n$ counts electrons minus holes. The assumptions are:

1. The band is linear, $E=\pm\hbar v|\mathbf k|$, with degeneracy 4 from spin and valley.
2. The temperature is zero.
3. $U$ varies so slowly that each place has the density of states of a uniform sheet with filling $\varepsilon(\mathbf r)$.
4. The sample contains many puddles, so an area average equals an average over
$$P(U)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-U^2/2\sigma^2}.$$
5. $P(U)$ does not change when $\mu$ changes.

## The clean sheet

There are $1/(2\pi)^2$ states per unit area of sample and of $k$-space for each flavour. Filling a disc of radius $k$ in four flavours gives $4\pi k^2/(2\pi)^2=k^2/\pi$. With $k=|\varepsilon|/\hbar v$, and a minus sign for holes,

$$n(\varepsilon)=\frac{\varepsilon|\varepsilon|}{\pi(\hbar v)^2},\qquad \frac{dn}{d\varepsilon}=\frac{2|\varepsilon|}{\pi(\hbar v)^2}.$$

If the filling rises by $d\varepsilon=e\,dV$, the stored charge has magnitude $e\,dn$. The quantum capacitance is therefore

$$C_q=\frac{e\,dn}{dV}=e^2\frac{dn}{d\varepsilon}=A|\varepsilon| .$$

It is positive on both sides of neutrality, because adding electrons and removing holes both increase $n$.

## The average over disorder

The mean density is $\langle n\rangle(\mu)=\int P(U)\,n(\mu-U)\,dU$. Since $P$ is fixed, the derivative with respect to $\mu$ acts on $n$ alone:

$$\langle C_q\rangle(\mu)=e^2\frac{d\langle n\rangle}{d\mu}=A\int_{-\infty}^{\infty}|\mu-U|\,P(U)\,dU .$$

Electron and hole regions cancel in the mean charge, but their capacitances add. This is why a neutral sheet can have a finite capacitance.

Split the integral where the absolute value changes sign:

$$\frac{\langle C_q\rangle}{A}=\int_{-\infty}^{\mu}(\mu-U)P\,dU+\int_{\mu}^{\infty}(U-\mu)P\,dU .$$

Two integrals are needed. The first is the cumulative probability,

$$\Phi(\mu)=\int_{-\infty}^{\mu}P\,dU=\tfrac12\left[1+\operatorname{erf}\frac{\mu}{\sqrt2\,\sigma}\right].$$

For the second, the Gaussian satisfies $P'=-UP/\sigma^2$, so $UP=-\sigma^2P'$ and

$$\int_{-\infty}^{\mu}UP\,dU=-\sigma^2P(\mu),\qquad \int_{\mu}^{\infty}UP\,dU=+\sigma^2P(\mu).$$

Inserting these,

$$\frac{\langle C_q\rangle}{A}=\mu\Phi+\sigma^2P(\mu)+\sigma^2P(\mu)-\mu(1-\Phi)=\mu(2\Phi-1)+2\sigma^2P(\mu).$$

Since $2\Phi-1=\operatorname{erf}(\mu/\sqrt2\sigma)$ and $2\sigma^2/(\sigma\sqrt{2\pi})=\sigma\sqrt{2/\pi}$,

$$\boxed{\langle C_q\rangle(\mu)=A\left[\sigma\sqrt{\frac2\pi}\,e^{-\mu^2/2\sigma^2}+\mu\operatorname{erf}\frac{\mu}{\sqrt2\,\sigma}\right]}$$

## The minimum and its neighbourhood

The derivative of the first term in the bracket is $-(\mu/\sigma)\sqrt{2/\pi}\,e^{-\mu^2/2\sigma^2}$. The second term gives $\operatorname{erf}(\mu/\sqrt2\sigma)$ plus

$$\mu\,\frac{2}{\sqrt\pi}\,\frac{1}{\sqrt2\,\sigma}\,e^{-\mu^2/2\sigma^2}=\frac{\mu}{\sigma}\sqrt{\frac2\pi}\,e^{-\mu^2/2\sigma^2}.$$

The exponentials cancel, leaving

$$\frac{d\langle C_q\rangle}{d\mu}=A\operatorname{erf}\frac{\mu}{\sqrt2\,\sigma},\qquad \frac{d^2\langle C_q\rangle}{d\mu^2}=\frac{A}{\sigma}\sqrt{\frac2\pi}\,e^{-\mu^2/2\sigma^2}.$$

The first derivative is negative for $\mu<0$ and positive for $\mu>0$. There is thus one minimum, at $\mu=0$, with value

$$C_{\min}=A\langle|U|\rangle=A\sqrt{\frac2\pi}\,\sigma .$$

The proportionality has a simple origin. Write $U=\sigma z$, where $z$ has a fixed distribution. Because the local capacitance is linear in $|\varepsilon|$, the neutral value is $A\sigma\langle|z|\rangle$. The Gaussian shape enters through the factor $\langle|z|\rangle=\sqrt{2/\pi}$. Another symmetric shape would keep the linear law but would in general change that factor.

**Near neutrality.** At $\mu=0$ the second derivative is $C_{\min}/\sigma^2$, so

$$\langle C_q\rangle\approx C_{\min}\left(1+\frac{\mu^2}{2\sigma^2}\right),\qquad |\mu|\ll\sigma .$$

**Far from neutrality.** For $\mu>0$, use $|\mu-U|=(\mu-U)+2\max(U-\mu,0)$. The first part averages to $\mu$. With $U=\mu+t$, the excess over the clean sheet is

$$2A\int_0^\infty t\,P(\mu+t)\,dt=2AP(\mu)\int_0^\infty t\,e^{-\mu t/\sigma^2}e^{-t^2/2\sigma^2}dt .$$

Replacing the last exponential by 1 can only increase the integral, which then equals $\sigma^4/\mu^2$. The excess is therefore less than $A\sqrt{2/\pi}\,(\sigma^3/\mu^2)\,e^{-\mu^2/2\sigma^2}$. The clean law $A|\mu|$ returns rapidly once $|\mu|$ exceeds a few $\sigma$.

## Worked example

Take $v=10^6$ m/s, so $\hbar v=0.6582$ eV nm, and $\sigma=50$ meV. One state per eV nm² corresponds to $e/(1\ \mathrm{V\,nm^2})=16.02$ µF/cm². Hence

$$A=\frac{2}{\pi(0.6582)^2}\times16.02=23.54\ \text{µF/cm}^2\text{ per eV}.$$

The mean of $|U|$ is $0.798\times50=39.9$ meV, and

$$C_{\min}=23.54\times0.0399=0.939\ \text{µF/cm}^2=0.00939\ \text{F/m}^2 .$$

Halving $\sigma$ to 25 meV gives 0.470 µF/cm², and doubling it to 100 meV gives 1.878 µF/cm². As a test of the law, the Gaussian average was integrated numerically and minimized for $\sigma=10$, 30, 50 and 100 meV. The minima lie on a line of slope 0.01878 µF/cm² per meV, the same as the formula's slope to the digits shown.

Away from neutrality, with $\sigma=50$ meV held fixed:

| $\mu$ (meV) | averaged $C_q$ (µF/cm²) | clean $C_q$ (µF/cm²) |
|---|---|---|
| 25 | 1.054 | 0.589 |
| 50 | 1.373 | 1.177 |
| 100 | 2.374 | 2.354 |
| 150 | 3.532 | 3.531 |

At $\mu=2\sigma$ disorder adds less than 1 % to the clean value.

The disorder can also be expressed as a puddle density. Integration by parts with $UP=-\sigma^2P'$ gives $\langle U^4\rangle=3\sigma^2\langle U^2\rangle=3\sigma^4$. At neutrality the mean density is zero and its rms value is

$$n_{\rm rms}=\frac{\sqrt{\langle U^4\rangle}}{\pi(\hbar v)^2}=\frac{\sqrt3\,\sigma^2}{\pi(\hbar v)^2}=3.2\times10^{11}\ \text{cm}^{-2}.$$

The capacitance floor is thus proportional to $\sigma$, but to the square root of the puddle density.

## When the disorder responds to the gate

Carriers screen the potential that creates the puddles, so $P(U)$ may change with $\mu$. Consider first the simplest change: $P$ remains a Gaussian centred on zero, and only its width $\sigma(\mu)$ varies, equally for both signs of $\mu$. Then

$$C(\mu)=e^2\frac{d}{d\mu}\langle n\rangle(\mu,\sigma(\mu))=\langle C_q\rangle(\mu,\sigma(\mu))+e^2\sigma'(\mu)\,\frac{\partial\langle n\rangle}{\partial\sigma}.$$

At $\mu=0$ the mean density vanishes for every $\sigma$, because $n$ is odd and $P$ is even. Hence $\partial\langle n\rangle/\partial\sigma=0$ there, and the neutral value $A\sqrt{2/\pi}\,\sigma(0)$ survives in this model.

Real screening can do more than change the width. Added electrons gather where $|\varepsilon|$ is large, in electron and hole puddles alike, and their repulsion raises the Dirac-point energy there relative to its mean. The filling then tends to rise less where the density of states is larger. This skews $P(U)$ at first order in $\mu$ and lowers the neutral capacitance even if $\sigma$ stays the same. The section on gate capacitance gives the size of this effect for very wide puddles. The rest of the present section keeps to the changing width.

Whether the neutral value is still a minimum is a separate question. Let $\phi(z)$ be the unit Gaussian, for which $z\phi=-\phi'$. Then

$$\frac{\partial\langle n\rangle}{\partial\sigma}=-\int z\phi\,n'(\mu-\sigma z)\,dz=\int\phi'\,n'(\mu-\sigma z)\,dz=\sigma\int\phi\,n''(\mu-\sigma z)\,dz ,$$

where the last step is an integration by parts. The final integral is $\partial^2\langle n\rangle/\partial\mu^2$, so

$$e^2\frac{\partial\langle n\rangle}{\partial\sigma}=\sigma\frac{\partial\langle C_q\rangle}{\partial\mu}=\sigma A\operatorname{erf}\frac{\mu}{\sqrt2\,\sigma}\approx A\sqrt{\frac2\pi}\,\mu$$

near neutrality. For $\sigma(\mu)=\sigma_0(1-b\mu^2/\sigma_0^2)$ we have $\sigma'=-2b\mu/\sigma_0$. To order $\mu^2$,

$$C\approx A\sqrt{\frac2\pi}\left[\sigma_0-\frac{b\mu^2}{\sigma_0}+\frac{\mu^2}{2\sigma_0}-\frac{2b\mu^2}{\sigma_0}\right]=C_{\min}\left[1+\left(\tfrac12-3b\right)\frac{\mu^2}{\sigma_0^2}\right].$$

Neutrality remains a local minimum if $b<1/6$. For $b>1/6$ it becomes a local maximum. For the illustrative choice $b=0.3$, the capacitance at $\mu=\sigma_0/2$ is 13.5 % below the fixed-disorder formula evaluated with the same local $\sigma$. In this model the neutral value is thus a local minimum when the width is fixed, or when it shrinks quadratically in $\mu$ with $b<1/6$. A width that shrinks linearly, $\sigma_0(1-c|\mu|/\sigma_0)$, gives $C\approx C_{\min}(1-2c|\mu|/\sigma_0)$ and makes neutrality a local maximum for any $c>0$.

## Temperature

Let $f(E)$ be the Fermi function centred at $\varepsilon$. The clean capacitance is $A\int|E|(-f')\,dE$. Integrating each half by parts, with vanishing boundary terms, gives

$$\int_0^\infty E(-f')\,dE=\int_0^\infty f\,dE=kT\ln(1+e^{\varepsilon/kT}),$$

$$\int_{-\infty}^0(-E)(-f')\,dE=\int_{-\infty}^0(1-f)\,dE=kT\ln(1+e^{-\varepsilon/kT}).$$

The sum of the logarithms is $\ln[2+2\cosh(\varepsilon/kT)]$, so

$$C_q(\varepsilon,T)=A\,kT\ln\left[2+2\cosh\frac{\varepsilon}{kT}\right],\qquad C_q(0,T)=A\,kT\ln4 .$$

At 300 K, $kT=25.85$ meV, and clean neutral graphene already has 0.844 µF/cm². This is comparable with the disorder floor of 0.939 µF/cm², but the two are not to be added.

With disorder, the thermal and Gaussian averages can be taken in either order. Smear the zero-temperature result with the thermal weight $w(x)=e^{x/kT}/[kT(1+e^{x/kT})^2]$:

$$C_{\min}(T)=\int w(x)\,\langle C_q\rangle(x)\,dx .$$

The second moment of $w$ follows from expanding it in powers of $e^{-x/kT}$ for $x>0$ and doubling:

$$\langle x^2\rangle_w=4(kT)^2\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3}(kT)^2 .$$

Inserting $\langle C_q\rangle\approx C_{\min}(1+x^2/2\sigma^2)$,

$$C_{\min}(T)\approx C_{\min}\left[1+\frac{\pi^2}{6}\left(\frac{kT}{\sigma}\right)^2\right],\qquad kT\ll\sigma .$$

The second derivative of $\langle C_q\rangle$ is largest at the origin, so the parabola lies above the true curve and this formula overestimates the thermal rise. At 50 K the formula and the full integral both give a rise of 1.2 %. At 300 K the formula gives 44 %, while the full integral gives 36 %, or 1.28 µF/cm². Reading that warm value with the zero-temperature law would return $\sigma=68$ meV instead of 50 meV.

## From channel to gate capacitance

Suppose the gate shifts the whole channel uniformly. A gate-voltage step divides as $dV_g=dQ/C_{\rm ins}+d\mu/e$, with $dQ=\langle C_q\rangle\,d\mu/e$. Therefore

$$\frac1{C_g}=\frac1{C_{\rm ins}}+\frac1{\langle C_q\rangle}.$$

An insulator 10 nm thick with relative permittivity 8 has $C_{\rm ins}=0.708$ µF/cm². With the zero-temperature floor,

$$C_g=\frac{0.708\times0.939}{0.708+0.939}=0.404\ \text{µF/cm}^2 .$$

If the puddles are much wider than the insulator is thick, each patch instead forms its own series pair. The function $g(C)=C_{\rm ins}C/(C_{\rm ins}+C)$ has $g''=-2C_{\rm ins}^2/(C_{\rm ins}+C)^3<0$. It is concave, so the average of $g$ lies below $g$ of the average. For the same Gaussian distribution at neutrality, independent patches give 0.347 µF/cm², which is 14 % lower. Removing the insulator's series contribution from this value leaves 0.680 µF/cm² instead of 0.939 µF/cm², and the linear law would then return $\sigma=36$ meV instead of 50 meV. The linear law concerns $\langle C_q\rangle$ at fixed $P(U)$; the total gate capacitance is not proportional to $\sigma$ in either picture.

## How smooth the potential must be

A typical local wavenumber is $\sigma/\hbar v$. If $U$ varies over a correlation length $\xi$, the local picture calls for $\sigma\xi/\hbar v\gg1$. Points with $\varepsilon\approx0$ violate the condition locally, so the net error has to be measured.

For this purpose a single-valley Dirac Hamiltonian was diagonalized in periodic random potentials with correlation $\sigma^2e^{-r^2/2\xi^2}$ and $\sigma=50$ meV. The levels within ±25 meV of zero were counted in 16 potentials for each $\xi$ and divided by the local prediction for the same potentials:

| $\xi$ (nm) | $\sigma\xi/\hbar v$ | levels / local count |
|---|---|---|
| 40 | 3.04 | 1.004 ± 0.010 |
| 20 | 1.52 | 0.961 ± 0.012 |
| 4 | 0.30 | 0.594 ± 0.056 |

The uncertainties are statistical only, and the values also depend on the periodic cell, which was 160, 160 and 60 nm wide. At $\xi=40$ nm this cell is only $4\xi$ wide: 39 % of the variance of $U$ is then a uniform shift, for which the local count is trivially correct, and the correlation departs from the stated form. Cells of 260, 240 and 90 nm give 0.994 ± 0.003, 0.966 ± 0.006 and 0.49 ± 0.02. The local count is thus good to about 1 % for the smoothest potential, is too high by about 4 % at 20 nm, and fails at 4 nm, where only the first digit of the ratio is roughly known. The window softens the test: a sheet with no disorder at all would score 0.30, and a Gaussian window of standard deviation 10 meV lowers the three ratios to about 0.99, 0.96 and 0.38. For rough disorder the linear law should not be used. These figures refer to a finite energy window and omit scattering between valleys.

## Beside a real device

The parameters are meant for graphene on silicon dioxide under a thin high-permittivity top gate. A disorder energy of some tens of meV, puddles of order 10 nm across and puddle densities of order $10^{11}$ cm⁻² are rough typical values there. On hexagonal boron nitride the disorder is generally weaker, and the thermal floor then matters more at room temperature.

The zero-temperature assumption is poor for a device at room temperature: in this example, heating raises $C_{\min}$ by 36 % at 300 K. The velocity is also uncertain: electron interactions can increase it near neutrality, and a 10 % larger $v$ lowers $C_{\min}$ by 17 %, since $A\propto v^{-2}$. The local picture is a further limit: a correlation length of 10 nm gives $\sigma\xi/\hbar v=0.76$, below 1 and between the last two rows of the table above. The same level count, in a 130 nm cell, gives a ratio of 0.88 ± 0.01 there, so the local formula overestimates the density of states by more than 10 %. Such puddles are also about as wide as the insulator is thick, so the response of their potential to the gate cannot be neglected. For a given $\sigma$ it lowers $C_{\min}$, and a $\sigma$ inferred from the fixed-disorder law is then too small on this account. With the local density of states and the Coulomb interaction screened by this gate and by a substrate of relative permittivity 3.9, the reduction is about 16 % for $\xi=10$ nm. Band curvature and trigonal warping are small here. In a nearest-neighbour tight-binding band with the same velocity, they change the number of states up to $3\sigma=150$ meV by 0.04 %. A second-neighbour hopping of 0.1 to 0.3 eV changes it by 0.3 to 1 %, with opposite signs for electrons and holes. Interaction effects beyond a changed velocity, non-Gaussian tails of the potential, and trap states in the oxides, whose capacitance adds in parallel to $C_q$ when they follow the signal, are left out.

## Computed results

```
band velocity v = 1.00e+06 m/s
hbar v = 0.6582 eV nm
disorder energy sigma = 50.0 meV
A (clean slope of Cq) = 23.543 uF/cm2 per eV
slope Cmin/sigma, closed form = 0.01878 uF/cm2 per meV
slope Cmin/sigma, numerical minima = 0.01878 uF/cm2 per meV
Cq at sigma from counted k-states = 1.1763 uF/cm2
Cq at sigma from formula = 1.1771 uF/cm2
mean |U| = 39.89 meV
Cmin at T=0 = 0.9392 uF/cm2 = 0.009392 F/m2
Cmin for sigma 25 meV = 0.4696 uF/cm2
Cmin for sigma 100 meV = 1.8784 uF/cm2
mu 25 meV: averaged Cq = 1.0542, clean Cq = 0.5886 uF/cm2
mu 50 meV: averaged Cq = 1.3733, clean Cq = 1.1771 uF/cm2
mu 100 meV: averaged Cq = 2.3743, clean Cq = 2.3543 uF/cm2
mu 150 meV: averaged Cq = 3.5323, clean Cq = 3.5314 uF/cm2
rms puddle density = 3.181e+11 1/cm2
sigma falling with |mu|: change of C at mu=sigma/2 = -13.5 %
kT at 300 K = 25.85 meV
clean neutrality Cq at 300 K = 0.8437 uF/cm2
disordered neutrality Cq at 300 K = 1.2755 uF/cm2
ratio to T=0 at 300 K: full = 1.3581, low-T formula = 1.4397
ratio to T=0 at 50 K: full = 1.01211, low-T formula = 1.01222
apparent sigma if T=0 law is used at 300 K = 67.9 meV
insulator: 10 nm, relative permittivity 8, C = 0.7083 uF/cm2
gate C at neutrality, series with mean Cq = 0.4038 uF/cm2
gate C at neutrality, independent patches = 0.3470 uF/cm2
patch effect = -14.1 %
tight-binding hopping = 3.090 eV (bond 0.142 nm)
band-shape change of state count at 3 sigma = 0.039 %
effect of 10 % larger velocity on Cmin = -17.4 %
level-count window = +-25 meV, 16 samples each
xi 40 nm: sigma xi/(hbar v) = 3.04, levels/local count = 1.004 +- 0.010
xi 20 nm: sigma xi/(hbar v) = 1.52, levels/local count = 0.961 +- 0.012
xi 4 nm: sigma xi/(hbar v) = 0.30, levels/local count = 0.594 +- 0.056
```
